# Image attraction of water through graphene and its effect on oxide nucleation

## Problem

Oxide deposition from water and a metal precursor starts poorly on the inert plane of graphene. Suppose that nucleation is more frequent where the graphene lies on a metal than where it is suspended. One proposed cause is that the polar water molecule is attracted to its electrostatic image in the metal.

Take a water molecule with its oxygen $h=0.32$ nm above graphene, and a metal $s=0.33$ nm below the graphene. The height above the metal is then $d=h+s=0.65$ nm. Both distances are rough values. The temperature is 400 K, and graphene is at first treated as electrostatically transparent.

(a) Find the image energy for any orientation of the molecule.

(b) Decide whether it can by itself raise nucleation tenfold. This factor is our criterion for a substantial enhancement.

(c) Find how the answer changes when graphene screens, when the image plane moves, and when dispersion or neighbouring molecules are included.

## Solution

### The image energy

Let the metal be an ideal conductor filling $z<0$, and let the molecule be a point dipole at $z=d$. We measure the dipole $p$ in e nm and write

$$K=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.$$

A charge $q$ at height $z$ has an image $-q$ at $-z$, which keeps the surface at zero potential. Apply this to the two charges of a small dipole. Reflection reverses the normal separation and the charge reversal undoes this, so the normal component $p_z$ is kept. The parallel component $\mathbf p_\parallel$ is changed by the charge reversal alone, so it is reversed:

$$\mathbf p=(\mathbf p_\parallel,p_z),\qquad \mathbf p'=(-\mathbf p_\parallel,p_z).$$

Two dipoles separated by $R\hat{\mathbf z}$ have the energy

$$W(R)=\frac{K}{R^3}\left[\mathbf p\cdot\mathbf p'-3p_zp'_z\right]
=-\frac{A}{R^3},\qquad A=K(p_\parallel^2+2p_z^2),$$

because $\mathbf p\cdot\mathbf p'=-p_\parallel^2+p_z^2$.

The image energy is not $W(2d)$, since the image moves and is created by the molecule. We find it from the work. At height $z$ the force is that of an image at distance $R=2z$:

$$F_z=-\left.\frac{dW}{dR}\right|_{R=2z}=-\frac{3A}{(2z)^4}.$$

With zero energy at infinity and fixed orientation,

$$U=-\int_\infty^d F_z\,dz=\int_\infty^d\frac{3A}{16z^4}\,dz=-\frac{A}{16d^3}.$$

This is half of $W(2d)=-A/(8d^3)$. If $\theta$ is the angle between dipole and normal, then $p_\parallel^2+2p_z^2=p^2(1+\cos^2\theta)$, and

$$\boxed{U(\theta)=-\frac{Kp^2(1+\cos^2\theta)}{16d^3}}$$

An upright dipole is attracted twice as strongly as a flat one. Reversing the dipole changes nothing, because its image reverses too.

A PBE0/aug-cc-pVDZ calculation at fixed geometry gives $p=0.03887$ e nm, or 1.867 D. This is an approximate computed moment: the larger aug-cc-pVTZ basis lowers it by 0.4%. With $Kp^2=2.176$ meV nm³ and $d^3=0.2746$ nm³,

$$|U_\perp|=\frac{2.176}{8(0.2746)}=0.99\ \text{meV},\qquad
|U_\parallel|=\frac{2.176}{16(0.2746)}=0.50\ \text{meV}.$$

### Is water small enough to be a point?

The complete computed charge density can be paired with its own image, again with the factor one half. The attraction is 0.996 meV with the hydrogens towards the metal, 0.967 meV with them away from it, and 0.518 meV for the molecule lying flat. For these three orientations the largest departure from the point formula is about 5%, for the flat molecule. If the dipole stays parallel to the metal but the molecular plane is turned upright, the attraction is 0.550 meV, about 11% above the point value.

The two upright values differ because the molecule also has a quadrupole. The dipole–quadrupole energy varies as $d^{-4}$ and changes sign when the molecule is turned over. Relative to the leading term it should halve when $d$ doubles. Half the difference between the two upright energies is 1.5% of the point value at 0.65 nm and 0.7% at 1.30 nm, as expected. The point formula is therefore adequate at 0.65 nm. Closer to the metal its errors grow: at 0.50 nm it is still within 4% for the upright molecule, but the full attraction is about 19% above the point value when the dipole is parallel and the molecular plane upright.

### From energy to nucleation

Compare supported and suspended graphene at the same temperature, water pressure, height and surface chemistry. Let $P(\theta)$ be the orientation distribution of an adsorbed molecule without the metal. For independent molecules in equilibrium at low coverage, the metal multiplies the population by

$$G=\int P(\theta)\,e^{-U(\theta)/kT}\,d\theta\le e^{|U_\perp|/kT}.$$

The inequality holds for any $P$, since no orientation has a larger attraction than $|U_\perp|$. At 400 K, $kT=34.47$ meV, so

$$G\le e^{0.991/34.47}=1.029.$$

For freely rotating molecules, $c=\cos\theta$ is uniformly distributed and, by symmetry, can be taken from 0 to 1. Expanding the small exponent gives

$$G\simeq1+\frac{Kp^2}{16d^3kT}\int_0^1(1+c^2)\,dc
=1+\frac{Kp^2}{12d^3kT},$$

because the integral is $4/3$. This gives 1.019, and quadrature of the full exponential gives the same value to this accuracy. The image raises the population by about 2%, and by at most 3% in this model.

The same exponential bounds the gain in desorption time if the whole image energy is added to the desorption barrier at a fixed prefactor. It also bounds the gain in a reaction rate if the whole energy lowers the barrier. A tenfold gain by any of these routes needs

$$\Delta E_{10}=kT\ln10=79.4\ \text{meV},$$

which is 80 times the upright image energy.

Nucleation may require several molecules at once. If $n$ independent upright molecules each contribute $|U_\perp|$, the factor is $e^{n|U_\perp|/kT}$, and tenfold enhancement needs $n\simeq80$. Nor does a closer approach help. Setting $Kp^2/(8d^3)=\Delta E_{10}$ gives

$$d_{10}=\left(\frac{Kp^2}{8\Delta E_{10}}\right)^{1/3}=0.15\ \text{nm}.$$

This is less than the thickness of the graphene–metal gap alone. The answer to (b) is no, for neutral water molecules that adsorb independently.

### What a responsive graphene sheet does

Transparency can be tested by resolving the potential into surface waves of wavenumber $k$. Put graphene at $z=0$ and the grounded metal at $z=-s$. Let the wave from the molecule be $e^{kz}$, with unit amplitude at the sheet, and define $E=e^{-2ks}$. The metal alone reduces the potential at the sheet to $1-E$.

Let the potential there be $\phi_0$, and let graphene respond linearly with the charge density $\sigma=-2\varepsilon_0kg\phi_0$, where $g\ge0$. In vacuum this charge would produce $\sigma/(2\varepsilon_0k)=-g\phi_0$ at the sheet. Its image in the metal multiplies this by $1-E$. Hence

$$\phi_0=(1-E)-g(1-E)\phi_0
\quad\Longrightarrow\quad
\phi_0=\frac{1-E}{1+g(1-E)}.$$

Above the sheet the induced wave is $-re^{-kz}$, so $\phi_0=1-r$. Suspended graphene has $E=0$ and $r=1-1/(1+g)$. The reflection added by the metal is therefore

$$\Delta r=\frac1{1+g}-\frac{1-E}{1+g(1-E)}
=\frac{E}{(1+g)[1+g(1-E)]}\le E.$$

The numerator is $1+g(1-E)-(1+g)(1-E)=E$. The limit $g=0$ is transparent graphene. Within linear static response, transparency therefore gives an upper bound on the metal's image contribution, provided that $g$ is the same with and without the metal.

To turn reflection into energy, start from a charge at height $h$. Its reflected potential is $-K\int_0^\infty r\,J_0(k\rho)e^{-k(h+z)}dk$. An upright dipole requires one derivative with respect to the source height and one with respect to the field height. Each gives $-k$, and their product is $k^2$. With the factor one half for an induced field,

$$U_\perp=-\frac{Kp^2}{2}\int_0^\infty k^2r(k)e^{-2kh}\,dk.$$

For $r=E$ the integral is $\int_0^\infty k^2e^{-2kd}dk=1/(4d^3)$, which returns the boxed result.

For neutral graphene with a linear spectrum, the random-phase approximation gives the static density response $k/(4\hbar v)$. Multiplying by the Coulomb interaction in the sheet, $2\pi K/k$, gives

$$g=\frac{\pi}{2}\frac{K}{\hbar v}=3.44$$

for a rough velocity $v=10^6$ m/s. With $\Delta r$ in the integral, the metal adds 0.07 meV instead of 0.99 meV. In the same model graphene itself attracts the upright dipole by 6.4 meV, but this is present with and without the metal and cancels in the comparison. If the metal dopes the sheet and so raises its $g$, the cancellation is incomplete. Since $r\le1$ in this model of a zero-thickness sheet at the carbon plane, the supported sheet and metal together attract a point dipole by at most $Kp^2/(8h^3)=8.3$ meV, so the difference from neutral suspended graphene is then at most 1.9 meV. At this small height the finite size of a tilted water molecule raises these values to about 8.7 and 2.0 meV.

### Where is the metal surface?

For an energy that varies as $d^{-3}$, the position of the image plane matters. Take fcc-Cu with a rough lattice constant of 0.36 nm and one free electron per atom. The electron density is $n=85.7$ nm⁻³ and the Fermi energy is $E_F=7.09$ eV. The Thomas–Fermi length is

$$\lambda=\sqrt{\frac{2E_F}{12\pi Kn}}=0.055\ \text{nm}.$$

Let the electron gas begin half a Cu(111) layer spacing, 0.104 nm, above the top atoms. Inside it the potential decays as $e^{qz}$, with $q=\sqrt{k^2+\lambda^{-2}}$ and $z$ measured from this edge. Continuity of potential and slope with the outside wave $e^{kz}-re^{-kz}$ requires

$$k(1+r)=q(1-r),\qquad r=\frac{q-k}{q+k}\simeq e^{-2k\lambda}\quad(k\lambda\ll1).$$

The factor $e^{-2k\lambda}$ moves the image plane inward by $\lambda$. The effective height is $0.65-0.104+0.055=0.60$ nm, and the full integral gives 1.25 meV.

Electron spill-out, which this model omits, moves the plane outward. If it lies roughly 0.05 nm outside the edge, the height is 0.496 nm and the transparent-graphene attraction is 2.2 meV. "Roughly 1 meV" is thus uncertain by about a factor of two from this cause.

### Induced moment and dispersion

The image field also polarizes the molecule. Let $m$ be the induced upright moment and $\alpha=1.364\times10^{-3}$ nm³ the polarizability volume computed in the same basis. The aug-cc-pVTZ basis raises $\alpha$ by 4%, and with it the dispersion energy found below. The energy is

$$U(m)=K\left[\frac{m^2}{2\alpha}-\frac{(p+m)^2}{8d^3}\right].$$

Setting its derivative to zero gives $m=x(p+m)$ with $x=\alpha/(4d^3)$, so $p+m=p/(1-x)$. Since $1/(2\alpha)=1/(8d^3x)$,

$$U=\frac{Kp^2}{8d^3}\,\frac{x-1}{(1-x)^2}=-\frac{Kp^2}{8d^3}\frac1{1-x}.$$

The correction factor is 1.0012 and can be ignored.

Dispersion is more important. Model the molecule's fluctuating dipole as an isotropic oscillator with excitation energy $E_0$ and $\langle p_i^2\rangle=M$ along each axis. If the metal followed instantly, the image formula would give

$$-\frac{K(M+M+2M)}{16d^3}=-\frac{KM}{4d^3}.$$

The metal in fact responds through surface plasmons of energy $E_s$. In second-order perturbation theory a static dipole has the denominator $E_s$. A fluctuation that also excites the molecule has $E_0+E_s$. The energy is therefore reduced by $E_s/(E_0+E_s)$. The oscillator's polarizability obeys $\alpha=2KM/E_0$, so $KM=\alpha E_0/2$ and

$$U_{\rm disp}=-\frac{C_3}{d^3},\qquad C_3=\frac{\alpha E_0E_s}{8(E_0+E_s)}.$$

With a rough $E_0=15$ eV and the free-electron value $E_s=7.69$ eV, $C_3=0.867$ meV nm³. The attraction at 0.65 nm is 3.2 meV, three times the permanent-dipole image energy. A calculation that keeps only the classical image therefore omits the larger of the two attractions.

Using the outward-shifted plane for both, the sum is 9.3 meV and the Boltzmann factor is 1.31. This is an estimate for transparent graphene, not a bound, and it neglects copper's d electrons. If graphene responds with its linear spectrum to both the permanent and the fluctuating dipole, a rough calculation reduces the metal's contribution from 9.3 to about 2.3 meV. For one molecule even the transparent-graphene sum of 9.3 meV would have to be 8.5 times larger to reach 79.4 meV. If nucleation needs several independent molecules at once, their energies add, and nine of them would reach the tenfold factor with transparent graphene, mainly through dispersion. With the responsive sheet about 35 would be needed. This figure extends the linear spectrum to energies of several eV, where it overestimates the screening by the π electrons. A nearest-neighbour π band with the same velocity gives about 2.8 meV and about 28 molecules. Both models omit the σ electrons.

### Table of cases

The factor is $e^{|U|/kT}$ at 400 K. All rows except the second are for an upright molecule, and all except the third assume transparent graphene.

| Case | Attraction (meV) | Factor |
|---|---:|---:|
| Ideal plane at top atoms | 0.99 | 1.03 |
| Same, molecule flat | 0.50 | 1.01 |
| Same, responsive graphene | 0.07 | 1.00 |
| Thomas–Fermi metal | 1.25 | 1.04 |
| Image plane moved outward | 2.2 | 1.07 |
| Same, with dispersion | 9.3 | 1.31 |
| Needed for tenfold gain | 79.4 | 10 |

### Can neighbouring molecules cooperate?

Independent molecules do not share images, but aligned neighbours do. For two upright dipoles a lateral distance $R$ apart, one dipole and the other's image are separated by $\sqrt{R^2+4d^2}$. The dipole formula gives the pair contribution

$$U_{ij}^{\rm im}=Kp^2\frac{R^2-8d^2}{(R^2+4d^2)^{5/2}}.$$

There are two such dipole–image interactions per pair, and the factor one half leaves one. The contribution is attractive for $R<\sqrt8\,d$.

Consider seven upright dipoles, one at the centre of a hexagon, with nearest neighbours 0.30 nm apart. Their total image attraction is 38 meV, compared with $7(0.99)=6.9$ meV without sharing. Cooperation is thus a large correction to the image energy. The total for seven molecules is below the tenfold threshold, but a larger aligned patch can exceed it: adding the next hexagonal ring, for 19 dipoles in all, gives 199 meV. These values are for transparent graphene and an image plane at the top copper atoms. With the outward-shifted plane they become 74 and 339 meV, so seven dipoles already come close to the threshold. With the neutral-graphene response the metal adds only about 3 meV for 7 dipoles and 15 meV for 19, or about 6 and 31 meV with the shifted plane. Even in the transparent case, the question is whether such patches form.

The alignment is costly. The patch has 12 pairs at distance $a=0.30$ nm, 6 at $\sqrt3a$ and 3 at $2a$, so the direct repulsion is

$$\frac{Kp^2}{a^3}\left(12+\frac{6}{3\sqrt3}+\frac38\right)=1090\ \text{meV}.$$

The image repays under 4% of this with the image plane at the top atoms, and about 7% with the outward-shifted plane. The comparison concerns this patch of point dipoles with fixed moments; their mutual polarization lowers the repulsion to about 900 meV. It does not describe hydrogen-bonded clusters, whose energies need a separate calculation.

### The real interface and the limits of the conclusion

Water-based oxide deposition at a few hundred kelvin on graphene-covered copper is the setting that these parameters represent. The gap and adsorption height are plausible for flat, clean contact. Real sheets can have wrinkles, defects, residues and trapped species, all absent here. Of the assumptions tested, transparency changes the image energy most: the neutral-graphene model reduces it by a factor of about 15. With transparent graphene, the position of the image plane can instead double it.

The conclusion could fail for charged intermediates. A unit charge has half the energy of its interaction with its image, $K/(4d)=0.55$ eV in the transparent limit, far above $\Delta E_{10}$. With the neutral-graphene response, the metal's contribution $(K/2)\int_0^\infty\Delta r\,e^{-2kh}dk$ is only about 0.07 eV for graphene at zero temperature, and thermal carriers at 400 K lower it to about 0.05 eV, below the threshold. If the metal also dopes the supported sheet to a Fermi energy of 0.3 eV from the Dirac point, the difference from neutral suspended graphene rises to about 0.075 eV at 400 K, close to the threshold. These values place the image plane at the top copper atoms. With the outward-shifted plane the two results at 400 K become about 0.08 and 0.09 eV, at the threshold and above it. All of them assume that graphene responds linearly to the charge. The outcome for a charge therefore depends on how graphene screens in each case and on where the image plane lies. A neutral species with a much larger dipole could also matter. Because $U\propto p^2$, an upright dipole would need $\sqrt{80}\simeq9$ times water's moment, about 17 D, to reach the threshold at the same height with transparent graphene.

A local electric field from charge transfer or trapped charge acts linearly on the dipole. For a fully aligned water molecule, the tenfold threshold corresponds to an extra field of $79.4\ \text{meV}/(0.03887\ e\,\text{nm})=2.0$ V/nm, or 20 MV/cm. If the molecules would rotate freely without the field, a tenfold population needs about twice this field, because most orientations gain less energy. The estimate does not show whether such fields occur. It shows that an observed tenfold enhancement would require something beyond the image attraction of single neutral water molecules. The main inputs and further digits of the main results are in the numerical output.

## Values computed for the example and the checks

```
Metal-graphene gap (rough input): 0.33 nm
Graphene-oxygen height (rough input): 0.32 nm
Dipole height d: 0.65 nm
Temperature (input): 400 K
O-H length (input): 0.096 nm
H-O-H angle (input): 104.5 degrees
Coulomb constant K: 1.43996 eV nm
Water dipole, PBE0/aug-cc-pVDZ: 0.03887 e nm
Water dipole, converted: 1.867 D
Water polarizability volume: 1.364 1e-3 nm^3
K p^2: 2.1761 meV nm^3
Upright image attraction: 0.991 meV
Flat image attraction: 0.495 meV
Full-density attraction, H down: 0.996 meV
Full-density attraction, H up: 0.967 meV
Full-density attraction, H flat: 0.518 meV
Full/point energy at 1.30 nm, H down: 1.0047
Full/point energy at 1.30 nm, H up: 0.9905
Full/point energy at 1.30 nm, H flat: 1.0115
Thermal energy kT: 34.47 meV
Orientation-averaged population factor: 1.0194
Upright Boltzmann factor: 1.0292
Energy for tenfold factor: 79.4 meV
Independent upright molecules for tenfold: 80.1
Height for tenfold by image alone: 0.151 nm
Aligned field for tenfold: 2.04 V/nm
Graphene velocity (rough input): 1.0 1e6 m/s
Graphene response g: 3.44
Metal contribution through responsive graphene: 0.068 meV
Image attraction to graphene alone: 6.43 meV
Cu lattice constant (rough input): 0.36 nm
Cu free-electron density: 85.7 nm^-3
Cu Fermi energy, free electrons: 7.09 eV
Thomas-Fermi length: 0.0552 nm
Half Cu(111) layer spacing: 0.104 nm
Thomas-Fermi upright attraction: 1.254 meV
Image-plane offset beyond edge (rough input): 0.05 nm
Height above shifted image plane: 0.496 nm
Upright attraction, shifted plane: 2.23 meV
Induced-moment energy factor: 1.00124
Water excitation energy (rough input): 15 eV
Cu surface-plasmon energy, free electrons: 7.69 eV
Dispersion coefficient C3: 0.867 meV nm^3
Dispersion attraction at d: 3.16 meV
Image plus dispersion, shifted plane: 9.33 meV
Boltzmann factor of that sum: 1.311
Aligned-patch spacing (input): 0.30 nm
Seven-dipole total image attraction: 38.1 meV
Seven-dipole direct repulsion: 1090 meV
```
